# Steady Hydrogen Coverage under an Atomic Beam: Sticking against Abstraction

## Definitions and conventions

A surface has $N$ equivalent adsorption sites per unit area. Each site is either empty or holds one hydrogen atom. The coverage $\theta$ is the fraction of occupied sites, so $0\le\theta\le1$ and the number of adsorbed atoms per unit area is $N\theta$.

A beam delivers $\Phi$ hydrogen atoms per unit area and time, at random positions. The mean rate at which any one site is hit is

$$F=\frac{\Phi}{N}. \tag{1}$$

Two events can change the coverage.

- An atom that hits an empty site sticks with probability $s$. Averaged over the surface, the sticking probability is $s(1-\theta)$. This is what site-proportional sticking means.
- An atom that hits an occupied site reacts directly with the adsorbed atom, with probability $a$, and the two leave as a molecule: $\mathrm{H(gas)+H(ads)\to H_2(gas)}$. This is Eley–Rideal abstraction.

Every other incident atom returns to the gas and changes nothing. The probabilities $s$ and $a$ are constants: they depend on neither coverage nor flux, and the surface temperature and beam energy are held fixed. Thermal desorption is left out at first and restored below, where the meaning of "negligible" is worked out.

## The balance of sites

Consider an area $A$ during a short time $dt$. The beam brings $\Phi A\,dt$ atoms. A fraction $1-\theta$ of them hits empty sites, and a fraction $s$ of those sticks, so the number of adsorbed atoms rises by $\Phi A\,dt\,s(1-\theta)$. A fraction $\theta$ hits occupied sites, and a fraction $a$ of those abstracts.

Each abstraction lowers the number of adsorbed atoms by one, not by two. The molecule contains two atoms, but one of them came from the beam and was never counted in $N\theta$. The loss is therefore $\Phi A\,dt\,a\theta$. The change in the number of adsorbed atoms is

$$NA\,d\theta=\Phi A\,dt\,\big[s(1-\theta)-a\theta\big].$$

Dividing by $NA\,dt$ and using (1) gives

$$\frac{d\theta}{dt}=F\big[s(1-\theta)-a\theta\big]. \tag{2}$$

No assumption about how the adsorbed atoms are arranged was needed. The fate of an incident atom depends on the state of the one site it hits, so every site fills and empties independently of its neighbours.

In the steady state the left side of (2) vanishes. Since $F>0$, it can be divided out:

$$s(1-\theta)=a\theta\quad\Rightarrow\quad s=(s+a)\theta .$$

Hence, for $s+a>0$,

$$\theta_\infty=\frac{s}{s+a}=\frac{1}{1+a/s}, \tag{3}$$

where the second form requires $s>0$. The coverage is fixed by the ratio $a/s$. The flux has dropped out because it multiplies gain and loss alike: a stronger beam fills empty sites faster and strips occupied ones faster by the same factor.

The limits are as expected. Without abstraction, $a=0$, the surface fills completely. For $a\ll s$ a small bare fraction $1-\theta_\infty\approx a/s$ remains. Equal probabilities give half coverage. For $a\gg s$ the coverage is small, $\theta_\infty\approx s/a$.

To see how an error in the ratio $x=a/s$ affects the result, differentiate $\theta_\infty=1/(1+x)$:

$$x\frac{d\theta_\infty}{dx}=-\frac{x}{(1+x)^2}=-\theta_\infty(1-\theta_\infty), \tag{4}$$

because $1-\theta_\infty=x/(1+x)$. The right side is at most $1/4$ in size, so a 10% error in the ratio moves the coverage by at most about 0.025.

## Approach to the steady state

Flux independence holds for the final coverage, not for the time needed to reach it. Define the dose, the mean number of hits per site since the start:

$$\varphi(t)=\int_0^t F(t')\,dt' . \tag{5}$$

Then $d\varphi=F\,dt$, and (2) becomes

$$\frac{d\theta}{d\varphi}=s-(s+a)\theta=-(s+a)(\theta-\theta_\infty),$$

where $s=(s+a)\theta_\infty$ from (3) was inserted. The difference $\theta-\theta_\infty$ decays exponentially from its initial value:

$$\theta=\theta_\infty+(\theta_0-\theta_\infty)\,e^{-(s+a)\varphi}. \tag{6}$$

Since $s+a>0$, every initial coverage $\theta_0$ leads to the same $\theta_\infty$: the steady state is unique and stable. Equation (6) also holds when the beam fluctuates, since the time dependence of $F$ enters through the dose alone.

For constant flux $\varphi=Ft$, and the time constant is

$$\tau=\frac{1}{F(s+a)}. \tag{7}$$

Starting from a bare surface, 99% of $\theta_\infty$ is reached when $e^{-t/\tau}=0.01$, that is, at $t_{99}=\tau\ln100$. The dose at that moment, $\ln100/(s+a)$, is again independent of flux.

## A steady state with continuing reaction

A constant coverage does not mean that the surface has become inert. Per incident atom, the probability of abstraction in the steady state is

$$Y=a\theta_\infty=\frac{sa}{s+a}. \tag{8}$$

The probability of sticking is $s(1-\theta_\infty)=sa/(s+a)$, the same number, as the balance requires. The reflected fraction is what remains:

$$R_\infty=1-\frac{2sa}{s+a}. \tag{9}$$

The hydrogen account closes. Each molecule carries away two atoms, so $2Y$ atoms leave as $\mathrm{H_2}$ for each incident atom and $R_\infty$ leave unreacted. Their sum is one, and there is no net uptake.

## Which assumption does what

The two parts of the result, independence of flux and the simple ratio, rest on different assumptions. Suppose that sticking needed two empty sites, randomly distributed, while still adding one atom. In mean field the gain would be $Fs(1-\theta)^2$, and the steady state would obey

$$s(1-\theta)^2=a\theta\quad\Rightarrow\quad s\theta^2-(2s+a)\theta+s=0 .$$

The discriminant is $(2s+a)^2-4s^2=a(4s+a)$. The product of the two roots is one, so the smaller root is the one that lies between 0 and 1:

$$\theta_{\rm pair}=\frac{2s+a-\sqrt{a(4s+a)}}{2s}. \tag{10}$$

This differs from (3), yet it contains no flux. Independence of flux comes from both channels being proportional to $F$; the form $s/(s+a)$ comes from the ratio of gain to loss, $s(1-\theta)/(a\theta)$.

## Thermal desorption and the lower limit of flux

Let each adsorbed atom also be lost thermally at the rate $k$, taken as first order with an Arrhenius form:

$$\frac{d\theta}{dt}=F\big[s(1-\theta)-a\theta\big]-k\theta,\qquad k=\nu e^{-E/k_BT}. \tag{11}$$

The new term does not contain $F$, so the flux no longer cancels. Setting the derivative to zero gives $Fs=[F(s+a)+k]\theta$. Dividing by $F(s+a)$,

$$\theta=\frac{\theta_\infty}{1+\beta},\qquad \beta=\frac{k}{F(s+a)}=k\tau . \tag{12}$$

Thermal desorption has a negligible effect on the coverage when $\beta\ll1$, that is, when an adsorbed atom's thermal lifetime $1/k$ is much longer than $\tau$. The bare fraction is $1-\theta=(Fa+k)/[F(s+a)+k]$. When $a\ll s$ it is small and more sensitive; it is little changed if $k\ll Fa$. At any fixed temperature with $k>0$ this fails at low enough flux. In the opposite limit, $\beta\gg1$, the coverage becomes $\theta\approx\theta_\infty/\beta=Fs/k$, proportional to the flux.

The temperature at which $\beta$ reaches a chosen value $\beta_*$ follows from $\nu e^{-E/k_BT}=\beta_*F(s+a)$. Taking the logarithm and solving for $T$,

$$T_*=\frac{E}{k_B\ln\!\big[\nu/(\beta_*F(s+a))\big]}. \tag{13}$$

Equation (12) also shows how to separate the two kinds of loss by varying the flux at fixed temperature. Its reciprocal is

$$\frac1\theta=\frac{F(s+a)+k}{Fs}=1+\frac as+\frac{kN}{s}\,\frac1\Phi . \tag{14}$$

Within this model, $1/\theta$ plotted against $1/\Phi$ is a straight line whose intercept gives $a/s$.

## Example: the regime of monohydride on Si(100)

Take $s=0.8$ and $a=0.3$, rough values for atomic hydrogen on Si(100), at 660 K and $\Phi=3\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$. The surface has two silicon atoms per square of side 0.543 nm, so $N=2/(0.543\ \mathrm{nm})^2=6.78\times10^{14}\ \mathrm{cm^{-2}}$, with one site per silicon atom. Equations (1), (3) and (7) give

$$F=\frac{3\times10^{12}}{6.78\times10^{14}}\ \mathrm{s^{-1}}=4.42\times10^{-3}\ \mathrm{s^{-1}},$$

$$\theta_\infty=\frac{0.8}{1.1}=0.73,\qquad \tau=\frac{1}{(4.42\times10^{-3}\ \mathrm{s^{-1}})(1.1)}\approx206\ \mathrm{s}.$$

From a bare surface, 99% of the steady coverage takes 947 s, or 4.19 hits per site. With $s$ fixed, $a=0.2$ would give a coverage of 0.80 and $a=0.4$ would give 0.67, so a change of 0.1 in $a$ moves the coverage by 0.06 to 0.07.

In the steady state $Y=0.24/1.1=0.22$. Of 100 incident atoms, about 22 stick, 22 leave in molecules with an adsorbed partner, and 56 are reflected.

These results were tested by letting atoms fall one at a time on randomly chosen sites of an initially bare surface with 100,000 sites. After one hit per site the counted coverage was 0.4856, against 0.4852 from (6); after ten it was 0.7286, against 0.7273. For $M$ independent sites the standard deviation of the coverage is $\sqrt{\theta(1-\theta)/M}$, here 0.0014, so the second difference is of the expected size.

The dose law was also tested with a pulsed beam, $F(t)=F[1+0.9\sin(2\pi t/100\ \mathrm{s})]$. After 330 s the dose was 1.542 hits per site, and both direct integration of (2) and equation (6) gave a coverage of 0.594.

If sticking needed two empty sites, the mean-field result (10), which ignores correlations between neighbouring sites, would give $(1.9-\sqrt{1.05})/1.6=0.55$ instead of 0.73, at any flux. For immobile atoms the correlations lower this further: to about 0.52 on a square lattice with a randomly chosen neighbour, and to $s/(2s+a)=0.42$ if the second site is always the same partner, as on a dimer.

For thermal desorption take the rough values $\nu=10^{15}\ \mathrm{s^{-1}}$ and $E=2.5$ eV. At 660 K they give $k=8.1\times10^{-5}\ \mathrm{s^{-1}}$. The consequences at this fixed temperature are:

| $\Phi$ (cm⁻² s⁻¹) | $\beta$ | $\theta$ |
|---|---|---|
| $3\times10^{11}$ | 0.167 | 0.623 |
| $3\times10^{12}$ | 0.017 | 0.715 |
| $3\times10^{13}$ | 0.002 | 0.726 |

Between the two higher fluxes the coverage changes by about 0.01 for a tenfold change of flux. At the lowest flux it has dropped by 0.10 below $\theta_\infty$. Applying (14) to the first two rows, $1/\theta$ is 1.605 and 1.398 at $1/\Phi$ in the ratio 10 to 1. The intercept is $1.398-(1.605-1.398)/9=1.375$, which returns $a/s=0.375$.

For the middle flux, (13) puts $\beta=0.01$ at 652 K. The result is sensitive to the barrier: lowering $E$ by 0.1 eV at 660 K raises $\beta$ from 0.017 to 0.097 and lowers the coverage to 0.66. Whether thermal desorption is negligible here thus depends on knowing $E$ to better than 0.1 eV, and also on $\nu$, to which $\beta$ is proportional.

## Hot atoms that try more than one site

An atom that fails to react at its first site may move on before losing its energy. Let it try another randomly chosen site with probability $h$, and let $s$ and $a$ now be probabilities per visit. One visit ends without reaction with probability

$$R=1-s(1-\theta)-a\theta .$$

A further visit then follows with probability $hR$, so the mean number of visits per incident atom is the geometric series

$$1+hR+(hR)^2+\dots=\frac{1}{1-hR}. \tag{15}$$

Sticking and abstraction per incident atom are both multiplied by this factor:

$$S(\theta)=\frac{s(1-\theta)}{1-hR},\qquad A(\theta)=\frac{a\theta}{1-hR}. \tag{16}$$

The factor cancels from the balance $S=A$, and the steady coverage is still (3). This requires the same ratio $a/s$ on the first and on later visits, and jumps to randomly chosen sites. With $h=0.5$ and $a=0.1$ instead of 0.3 on later visits the coverage rises to 0.77. Hops to neighbouring sites of a square lattice, which can return to a site already tried, lower it to about 0.71 for $h=0.9$. For $s\ne a$, $R$ depends on $\theta$, and sticking per incident atom is no longer proportional to the empty fraction. Site-proportional sticking per incident atom is therefore not necessary for (3).

With an assumed $h=0.5$ and $R=0.564$ in the steady state, the factor is $1/(1-0.282)=1.39$, and the yield rises from 0.218 to 0.304 molecules per incident atom. A random bombardment with these rules gave a yield of 0.303 and a coverage of 0.726.

There is a consequence for the use of measured probabilities. Sticking on a bare surface would be $S(0)=s/[1-h(1-s)]=0.8/0.9=0.89$, and abstraction from a full one $A(1)=a/[1-h(1-a)]=0.3/0.65=0.46$. Inserting these in (3) would give $0.89/(0.89+0.46)=0.66$, not 0.73. When hot atoms matter and $s\ne a$, (3) needs the probabilities per visit.

## A second hydrogen atom on one silicon atom

For silicon, the assumption that a site holds at most one atom needs a closer look. A surface silicon atom can bind a second one and form a dihydride. Let an atom hitting a monohydride site be captured in this way with probability $b$, where $a+b\le1$, and let $x_0$, $x_1$ and $x_2$ be the fractions of silicon atoms with no, one and two hydrogen atoms. Thermal loss from the monohydride is set aside here. The outcome depends on where the extra atom goes, and two limits can be solved.

**The extra atom leaves the surface.** It is removed by abstraction, with the same probability $a$ per hit, or by desorption of $\mathrm{H_2}$ from pairs of dihydrides, modelled by a first-order rate $k_2$ per dihydride. Both turn $x_2$ into $x_1$. In the steady state the exchange between neighbouring states must balance:

$$s x_0=a x_1,\qquad Fb\,x_1=(Fa+k_2)x_2 .$$

The second relation gives $x_2=rx_1$ with $r=Fb/(Fa+k_2)$. The occupied fraction is $\theta_{\rm occ}=x_1+x_2=(1+r)x_1=(1+r)(s/a)(1-\theta_{\rm occ})$, since $x_0=1-\theta_{\rm occ}$. Solving for it,

$$\theta_{\rm occ}=\frac{s(1+r)}{s(1+r)+a}. \tag{17}$$

This reduces to (3) when $r\ll1$, for which $Fb\ll k_2$ is enough. As the flux grows, $r$ rises towards the constant $b/a$. Unless $b\ll a$, the bare fraction therefore falls below the value from (3) at high flux, so there is an upper bound on the flux as well as the lower one set by (12). For $s=0.8$, $a=0.3$ and $b=0.1$ the occupied fraction tends to 0.78; when $a\ll s$ it stays close to one in any case. With an assumed $b=0.1$ and the rough values $\nu_2=10^{14}\ \mathrm{s^{-1}}$ and $E_2=2.0$ eV, $k_2=0.053\ \mathrm{s^{-1}}$ and $r=0.008$. The occupied fraction changes from 0.727 to 0.729. This small shift, and the criterion $Fb\ll k_2$, depend on the first-order form. Dihydrides are rare here, so pairs are rarer still. If the thermal loss is written as $k_2x_2^2$ with the same $k_2$, the ratio $x_2/x_1$ becomes 0.09 and the occupied fraction 0.745.

**The extra atom moves to a bare site.** If this happens long before it could leave, dihydrides are rare and each capture fills one bare site. The balance becomes $s(1-\theta)+b\theta=a\theta$, so

$$\theta=\frac{s}{s+a-b}\qquad(b<a). \tag{18}$$

All terms are proportional to $F$, and the result is again independent of flux. For $b=0.1$ it is $0.8/1.0=0.80$, an increase of 0.07. For $b>a$ equation (18) no longer applies: on monohydride sites captures outnumber abstractions, so if migration is fast enough, bare sites nearly run out and the surplus hydrogen must leave from dihydrides. Integrating the equations for the three fractions, with migration at the rate $(10^3\ \mathrm{s^{-1}})\,x_0x_2$, gave an occupied fraction of 0.800 for $b=0.1$ and 0.9998 for $b=0.4$.

## Comparison with real silicon surfaces

The temperature and site density belong to the real regime of monohydride on Si(100). The probabilities and Arrhenius parameters are rough, and $b$ and $h$ are assumed. The value 0.73 should not be read as the observed coverage. Dosing Si(100) with atomic hydrogen near 600 K can produce a nearly complete monohydride layer, with far fewer bare sites than the 27% found here. The one-atom-per-site assumption is a possible cause of the disagreement: (18) shows that mobile extra hydrogen can raise the occupied fraction from 0.73 to nearly one if $b$ is close to $a$. That this mechanism accounts for the real layers is a conjecture, since neither $b$ nor the migration rate was derived. It is not the only candidate. If 0.8 and 0.3 are read as probabilities per incident atom, $S(0)$ and $A(1)$, the probabilities per visit give a coverage of 0.79 for $h=0.5$ and up to 0.90 as $h\to1$.

Equation (3) is therefore a result for surfaces where sticking and abstraction depend only on the state of the site visited, with a fixed ratio $a/s$ per visit, where a second atom is not retained and does not fill bare sites, and where $k\ll F(s+a)$. The numerical output lists the main parameters.

## Computed values

```
sticking probability s = 0.80, abstraction a = 0.30
ratio a/s = 0.375
lattice constant = 0.543 nm
site density = 6.783e+14 cm^-2
flux = 3.0e+12 cm^-2 s^-1, temperature = 660 K
hit rate per site F = 4.423e-03 s^-1
steady coverage = 0.7273
steady coverage for a = 0.20: 0.800; a = 0.40: 0.667
time constant = 205.5 s; time to 99% = 947 s
dose to 99% = 4.19 atoms per site
H2 formed per incident atom = 0.2182
reflected fraction of incident atoms = 0.5636
Random bombardment, 100000 sites:
 dose  0.5 per site: counted 0.3076, law 0.3077
 dose  1.0 per site: counted 0.4856, law 0.4852
 dose  2.0 per site: counted 0.6476, law 0.6467
 dose  6.0 per site: counted 0.7271, law 0.7263
 dose 10.0 per site: counted 0.7286, law 0.7273
 counted per atom: stuck 0.2188, abstracted 0.2184
Pulsed beam at 330 s: dose 1.542 per site
 coverage integrated 0.59397, law 0.59397
Two-site sticking, steady coverage = 0.5471 (any flux)
Thermal desorption: nu = 1e+15 s^-1, E = 2.50 eV
 rate k at 660 K = 8.13e-05 s^-1
 flux 3e+11 cm^-2 s^-1: beta 0.1671, coverage 0.6232
 flux 3e+12 cm^-2 s^-1: beta 0.0167, coverage 0.7153
 flux 3e+13 cm^-2 s^-1: beta 0.0017, coverage 0.7261
 temperature for beta = 0.01: 652.4 K
 E lower by 0.1 eV: beta 0.097, coverage 0.6630
Hot atoms, revisit probability 0.50: rate factor 1.392
 counted coverage 0.7261, H2 per atom 0.3033
 predicted H2 per atom 0.3038
Dihydride: nu2 = 1e+14 s^-1, E2 = 2.00 eV, k2 = 5.345e-02 s^-1
 second-H capture probability b = 0.10, r = 0.00807
 no migration: occupied fraction 0.7289
 fast migration: occupied fraction 0.8000
 fast migration, b = 0.40: occupied fraction 0.9998
```
